\section*{Weibull-Plot Slope for Two Independent Failure Mechanisms Acting on Every Capacitor}

In a model of a ferroelectric capacitor cycled until it breaks down, half of the capacitors have failed after $8.3\times10^{7}$ cycles. A straight line drawn through that point of the Weibull plot, with the slope the plot has there, predicts that $0.1\,\%$ will have failed after $5.0\times10^{6}$ cycles. In the same model that fraction is already reached after $2.1\times10^{5}$ cycles, so the line overestimates the early life by a factor of 24. The model contains two failure mechanisms, each of which alone would give a perfectly straight plot. The error comes from the way their slopes combine.

Let $N$ be the number of cycles, treated as continuous because the lives of interest are thousands of cycles or more. Every capacitor is exposed to both mechanisms, and the first failure ends its life. Mechanism $i$, acting alone, would cause failure at a random cycle count $T_i$ with the Weibull survival probability
\begin{equation}
S_i(N)=P(T_i>N)=e^{-H_i(N)},\qquad H_i(N)=\left(\frac{N}{\eta_i}\right)^{\beta_i}.
\end{equation}
Here $\beta_i>0$ is the shape, $\eta_i$ the characteristic life and $H_i$ the cumulative hazard. The stress is held fixed, and $T_1$ and $T_2$ are statistically independent. A capacitor survives to $N$ if both $T_1$ and $T_2$ exceed $N$, and for independent events the probabilities multiply:
\begin{equation}
S(N)=S_1(N)\,S_2(N)=e^{-(H_1+H_2)} .
\end{equation}
The cumulative hazards therefore add, $H=-\ln S=H_1+H_2$, and the failed fraction is $F=1-S$.

The Weibull plot shows $W=\ln[-\ln(1-F)]$ against $x=\ln N$. Since $1-F=S$, the ordinate is simply $W=\ln H$. For one mechanism $W=\beta_i(x-\ln\eta_i)$, a straight line of slope $\beta_i$. For two, the logarithm of a sum has to be differentiated. From $H_i=e^{\beta_i(x-\ln\eta_i)}$ follows $dH_i/dx=\beta_iH_i$, and so the slope $m$ is
\begin{equation}
m=\frac{dW}{dx}=\frac{1}{H}\frac{dH}{dx}
=\frac{\beta_1H_1+\beta_2H_2}{H_1+H_2}
=w_1\beta_1+w_2\beta_2,\qquad w_i=\frac{H_i}{H}. \label{slope}
\end{equation}
The weights are positive and add up to one. The slope is thus an average of the two shapes, weighted by the cumulative hazards.

The word ``cumulative'' matters. The instantaneous hazard, the failure rate per cycle among survivors, is
\begin{equation}
h_i=\frac{dH_i}{dN}=\frac{\beta_iH_i}{N},\qquad\text{so that}\qquad H_i=\frac{N h_i}{\beta_i}.
\end{equation}
Inserting this in (\ref{slope}) turns the numerator into $N(h_1+h_2)$ and the denominator into $N(h_1/\beta_1+h_2/\beta_2)$. The factor $N$ cancels:
\begin{equation}
m=\frac{h_1+h_2}{h_1/\beta_1+h_2/\beta_2}.
\end{equation}
With instantaneous hazards as weights, the slope is the harmonic mean of the shapes and not the arithmetic one.

To see how the slope moves along the plot, number the mechanisms so that $\beta_2>\beta_1$ and write $\Delta=\beta_2-\beta_1$. The logarithmic derivative of a weight is
\begin{equation}
\frac{1}{w_2}\frac{dw_2}{dx}=\frac{d\ln H_2}{dx}-\frac{d\ln H}{dx}=\beta_2-m .
\end{equation}
Because $w_1=1-w_2$, the difference on the right is $\beta_2-w_1\beta_1-(1-w_1)\beta_2=w_1\Delta$. Hence $dw_2/dx=w_1w_2\Delta$. Writing the slope as $m=\beta_1+w_2\Delta$ then gives
\begin{equation}
\frac{dm}{dx}=\Delta\frac{dw_2}{dx}=w_1w_2\,(\beta_2-\beta_1)^2>0 . \label{curv}
\end{equation}
Both weights are positive at every finite $N>0$, so the slope rises strictly and the plot is convex. The right-hand side is the variance of the shapes under the weights $w_i$: the plot bends where both mechanisms contribute, and is nearly straight where one dominates. If the shapes are equal, the variance vanishes and the slope is constant.

The end points follow from the ratio of the hazards,
\begin{equation}
\frac{H_2}{H_1}=\frac{N^{\beta_2}\eta_2^{-\beta_2}}{N^{\beta_1}\eta_1^{-\beta_1}}
=\left(\frac{N}{N_c}\right)^{\Delta},\qquad
N_c=\left(\frac{\eta_2^{\beta_2}}{\eta_1^{\beta_1}}\right)^{1/\Delta}.
\end{equation}
At the crossover $N_c$ the cumulative hazards are equal. With $w_2=1/(1+H_1/H_2)$ the slope becomes
\begin{equation}
m=\beta_1+\frac{\Delta}{1+(N_c/N)^{\Delta}} , \label{logistic}
\end{equation}
a logistic function of $\ln N$. For $N\ll N_c$ the excess over the smaller shape is $m-\beta_1\simeq\Delta\,(N/N_c)^{\Delta}$, which tends to zero as $N\to0$. For $N\gg N_c$ the deficit is $\beta_2-m\simeq\Delta\,(N_c/N)^{\Delta}$, which tends to zero as $N\to\infty$. The slope therefore runs from the smaller shape to the larger and reaches neither at a finite cycle count. The mechanism with the smaller shape governs the failures at $N\ll N_c$; the characteristic lives decide where $N_c$ lies. For close shapes this range can be out of reach: shapes $2.2$ and $2.5$ with lives $4\times10^{9}$ and $10^{8}$ cycles put $N_c$ at $1.8\times10^{-4}$ cycles, so the larger shape governs from the first cycle on.

The height of the crossover on the plot tells whether the bend can be seen. From the definition of $N_c$,
\begin{equation}
\ln\frac{N_c}{\eta_1}=\frac{\beta_2\ln\eta_2-\beta_1\ln\eta_1-(\beta_2-\beta_1)\ln\eta_1}{\Delta}
=\frac{\beta_2}{\Delta}\ln\frac{\eta_2}{\eta_1}.
\end{equation}
Multiplication by $\beta_1$ gives the logarithm of $H_1(N_c)$, so each cumulative hazard at the crossover equals
\begin{equation}
H_c=\left(\frac{\eta_2}{\eta_1}\right)^{\beta_1\beta_2/\Delta},\qquad F(N_c)=1-e^{-2H_c}. \label{hc}
\end{equation}
If $H_c\ll1$, the crossover lies at a small failed fraction and takes many samples to resolve. If $H_c\gg1$, nearly all capacitors have failed before it is reached. The exponent counts as well as the ratio of the lives: with shapes $0.2$ and $5$, a ratio $\eta_2/\eta_1=0.025$ still puts the crossover at $F=60\,\%$.

The numbers in the opening come from assumed parameters for a $10\,$nm film of hafnium zirconium oxide, cycled at $3\,$V. Weak spots have $\beta_1=0.7$ and $\eta_1=4\times10^{9}$ cycles; their failure rate falls with cycling because $\beta_1<1$. Wear-out has $\beta_2=2.5$ and $\eta_2=10^{8}$ cycles, with a rising failure rate. Here $\Delta=1.8$ and $\eta_2/\eta_1=0.025$, so (\ref{hc}) gives
\begin{equation}
H_c=0.025^{\,0.7\times2.5/1.8}=0.0277,\qquad F(N_c)=1-e^{-0.0554}=5.4\,\% ,
\end{equation}
at $N_c=2.38\times10^{7}$ cycles. The slope there is $(0.7+2.5)/2=1.6$. Along the plot one finds:
\begin{center}
\begin{tabular}{cccc}
$N$ (cycles) & $F$ (\%) & $w_2$ & $m$\\
$10^{6}$ & 0.30 & 0.003 & 0.706\\
$10^{7}$ & 1.81 & 0.173 & 1.012\\
$2.38\times10^{7}$ & 5.39 & 0.500 & 1.600\\
$5\times10^{7}$ & 20.0 & 0.792 & 2.125\\
$10^{8}$ & 65.9 & 0.930 & 2.373
\end{tabular}
\end{center}
The width of the change follows from the hazard ratio. When $w_2$ is $0.1$, $H_2/H_1=1/9$; when it is $0.9$, the ratio is 9. The two cycle counts thus differ by a factor $(9\times9)^{1/\Delta}=81^{1/1.8}=11.5$, and lie at $7.0\times10^{6}$ and $8.1\times10^{7}$ cycles. The transition takes about one decade. A larger difference between the shapes makes it narrower.

At the crossover the cumulative hazards are equal, but the instantaneous ones stand in the ratio $\beta_1:\beta_2=0.7:2.5$. Using them as arithmetic weights would give $(0.7^2+2.5^2)/3.2=2.11$ instead of $1.6$. What the instantaneous hazards do give directly is the share of the failures occurring at $N$ that are caused by wear-out. Such a failure requires wear-out to strike between $N$ and $N+dN$ while the other mechanism has not yet struck. Its probability is $(h_2S_2\,dN)\,S_1=h_2S\,dN$, so the share is
\begin{equation}
\frac{h_2}{h_1+h_2}=\frac{\beta_2H_2}{\beta_1H_1+\beta_2H_2}=\frac{\beta_2w_2}{m}
=\frac{2.5\times0.5}{1.6}=0.78 .
\end{equation}
Among one million pairs of random lifetimes, wear-out caused a fraction $0.774$ of the failures within about $3\,\%$ of $N_c$. Some 5000 failures fall in this window, which gives a statistical error near $0.006$, so the two values agree. A failure analysis of capacitors that broke near the crossover would thus find mostly wear-out, although the slope still lies midway between the shapes.

The factor of 24 can now be traced. At the median, $W=\ln(\ln2)=-0.367$ and the slope is $2.328$. At $F=0.001$, $W=\ln[-\ln(0.999)]=-6.907$. The tangent descends by $6.541$ and so moves left by $6.541/2.328=2.810$ in $\ln N$:
\begin{equation}
N_{\rm tangent}=8.30\times10^{7}\,e^{-2.810}=5.0\times10^{6}\ \text{cycles}.
\end{equation}
The actual plot flattens towards slope $0.7$ on the way down and reaches the same height only at $2.07\times10^{5}$ cycles. The sign of the error is general within the model. By (\ref{curv}) the plot is convex and lies above its tangent away from the point of contact. Where the tangent reaches the target height, the plot is still above it; since $W$ increases with $N$, the target was passed at a smaller $N$. For two independent mechanisms with unequal shapes, extrapolating a tangent to lower failed fractions therefore overestimates life. The rule rests on convexity and can fail where convexity is lost, as with the shared spread treated below.

A small sample may give no warning. Of 50 capacitors, $50\times0.0539=2.7$ are expected to fail before the crossover, and the chance that none does is $e^{-50\times0.0554}=6.3\,\%$. On average, fewer than three points lie in the flatter part of the plot.

Testing a larger area helps under one condition. Suppose a capacitor consists of $k$ equal, independent areas, each exposed to both mechanisms at the same stress, and fails with its weakest part. Its survival probability is $S^k$, so $H$ becomes $kH$ and $W$ rises by $\ln k$ at every $N$. Both hazards grow by the same factor; the weights, the crossover and the slope at a given $N$ do not change. What changes is the failed fraction at which the bend appears. For tenfold area it is $1-e^{-0.554}=42.5\,\%$ instead of $5.4\,\%$, well within reach of a small sample. If only one of the mechanisms were confined to the electrode edge, its hazard would scale with perimeter and the other with area, and the crossover would shift with size.

It is essential that both mechanisms act on every capacitor. Consider instead a mixed population in which a fraction $p$ has only weak spots and the rest only wear-out. Failed fractions then add, $F=pF_1+(1-p)F_2$, and hazards do not. Differentiating $W=\ln[-\ln(1-F)]$ gives
\begin{equation}
m=\frac{dF/dx}{(1-F)\,[-\ln(1-F)]},\qquad
\frac{dF}{dx}=p\,\beta_1H_1e^{-H_1}+(1-p)\,\beta_2H_2e^{-H_2}.
\end{equation}
Once the weak group is used up and the others have hardly begun to fail, $F$ stays near $p$ and the plot is almost level. Take $p=5\,\%$, the same shapes and the same $\eta_2$, but a shorter weak-spot life $\eta_1=10^{6}$ cycles. The smallest slope is then $0.12$, at $6.6\times10^{6}$ cycles, far below both shapes. A slope below the smaller shape cannot come from the independent model with those shapes.

Independence can fail in a less visible way. Capacitors on one wafer differ in thickness and temperature, and both mechanisms respond to these differences. Let the same random factor $e^{-z}$ multiply both lives, so that a capacitor's cumulative hazard is $H(Ne^{z})$, with $z$ normally distributed about zero with standard deviation $s$. Each capacitor still obeys the independent model, but the population survival is the average $\langle e^{-H(Ne^z)}\rangle$, which no longer factorizes.

To estimate $s$, let life vary with field $E$ as $e^{-\gamma E}$, with $\gamma=8\,$cm/MV for both mechanisms. At fixed voltage $V$, $E=V/d$ changes by the relative amount $-\delta d/d$ to first order. A thickness spread of $1\,\%$ then gives a spread of $\gamma E\,\delta d/d=8\times3\times0.01=0.24$ in the logarithm of life. With life proportional to $e^{E_a/k_BT}$, a temperature spread $\delta T$ gives $E_a\,\delta T/(k_BT^2)$, which is $0.063$ for $E_a=0.7\,$eV, $T=358\,$K and $\delta T=1\,$K. Independent contributions add in quadrature, $s=(0.240^2+0.063^2)^{1/2}=0.248$.

This spread changes the slope in both directions. At small hazards the expansion of the averaged survival gives
\begin{equation}
-\ln\langle e^{-H}\rangle=\langle H\rangle-\tfrac12\,\mathrm{Var}\,H+\dots,\qquad
\langle H\rangle=\sum_iH_i(N)\,e^{\beta_i^2s^2/2},
\end{equation}
where the Gaussian average $\langle e^{\beta z}\rangle=e^{\beta^2s^2/2}$ was used. At the crossover the wear-out term is enlarged by $21\,\%$ and the weak-spot term by $1.5\,\%$. The leading-order slope is therefore $(0.7\times1.015+2.5\times1.212)/(1.015+1.212)=1.68$. The full average gives $1.66$, still above the ideal $1.60$. Later the selection of survivors matters: the weight $e^{-H}$ favours capacitors with long lives, so the failure rate of the remaining population is lower than that of an unselected one. At $10^{8}$ cycles the slope is $2.01$ instead of $2.37$. It passes a maximum of $2.10$ at $6.4\times10^{7}$ cycles and has fallen to $1.24$ at $4\times10^{8}$ cycles. The monotonic rise is then lost, and the wear-out shape of $2.5$ cannot be read directly from the steepest part of the plot. The extrapolation error changes as well. The tangent from the median to $0.1\,\%$ now overestimates life by a factor of 17 instead of 24, and a tangent drawn at $F=90\,\%$ reaches $F=10\,\%$ at $2.7\times10^{7}$ cycles, below the actual $3.2\times10^{7}$, so the sign of the error is no longer fixed.

Wake-up affects the other end. In the first cycles the polarization loop opens and the internal fields rearrange, so damage need not accumulate at its later rate. As a limiting case, let the first $N_w=10^{4}$ cycles do no damage. The cumulative hazard is then $H(N-N_w)$, and the chain rule gives
\begin{equation}
m_w(N)=\frac{N}{N-N_w}\;m(N-N_w),\qquad N>N_w .
\end{equation}
At $2.07\times10^{5}$ cycles the first factor is $1.05$, and the slope rises from $0.700$ to $0.736$. Close to $N_w$ it grows without bound, so the smaller shape is no longer the limit at early cycles. It can be read only in a range well above $N_w$ and well below $N_c$.

Set beside real devices, a $10\,$nm film, a field of $3\,$MV/cm and a temperature of $358\,$K ($85\,^{\circ}$C) are plausible conditions for an accelerated cycling test. The shapes, lives, field acceleration and activation energy are rough values of plausible size, not measurements; endurance varies by orders of magnitude with field, electrodes and processing. The value of $\eta_1$ is a scale parameter and not an observable life, since wear-out leaves practically no capacitor alive that long. At $10^{8}$ cycles the shared spread lowers the slope by $0.36$, while wake-up matters only at the early end of the plot, where its effect grows towards $N_w$. The average self-heating by the loop is minor. A rectangular loop with $P_r=20\,\mu$C/cm$^2$ and $E_c=1\,$MV/cm dissipates $4P_rE_cd=0.8\,$J/m$^2$ per cycle, or $q=8\,$W/cm$^2$ at $100\,$kHz. For a disk of radius $a=25\,\mu$m on thick silicon of conductivity $\kappa=120\,$W/(m\,K), adding the contributions of heated rings gives the temperature rise at the centre,
\begin{equation}
\delta T=\int_0^a\frac{q\,2\pi r\,dr}{2\pi\kappa r}=\frac{qa}{\kappa}=0.017\ \text{K}.
\end{equation}
This time average is far below the assumed spread of $1\,$K. The estimate leaves out the higher, brief temperature peaks during switching, leakage heating and any poorly conducting layer beneath the capacitor. The values used here, with further points along the plot, appear in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
weak spots: shape 0.7, characteristic life 4.0e+09 cycles
wear-out: shape 2.5, characteristic life 1.0e+08 cycles
cycles | failed fraction (%) | wear-out weight | slope
1.000e+04 | 0.01198 | 0.0000 | 0.7000
1.000e+06 | 0.3015 | 0.0033 | 0.7060
1.000e+07 | 1.808 | 0.1733 | 1.0119
2.382e+07 | 5.389 | 0.5000 | 1.6000
5.000e+07 | 20.01 | 0.7916 | 2.1249
1.000e+08 | 65.89 | 0.9297 | 2.3735
3.000e+08 | 100 | 0.9896 | 2.4814
crossover: 2.3822e+07 cycles
each cumulative hazard at crossover: 0.02770
failed fraction at crossover: 5.389 %
curvature of plot at crossover: 0.8100
10 % and 90 % of slope rise at: 7.028e+06 and 8.074e+07 cycles
ratio of these cycle counts: 11.489
harmonic mean, instantaneous weights, at crossover: 1.6000
arithmetic mean, instantaneous weights (wrong): 2.1063
wear-out share of failures occurring at crossover: 0.7812
same share from random lifetimes: 0.774
failed fraction at crossover, tenfold area: 42.53 %
failures expected before crossover among 50: 2.69
chance of none among 50: 6.27 %
median life: 8.296e+07 cycles, slope there 2.3277
true life at 0.1 % failed: 2.073e+05 cycles
tangent estimate at 0.1 % failed: 4.995e+06 cycles
overestimate of life: factor 24.1
mixed population: weak part 5 %, shape 0.7, life 1e+06 cycles
its smallest slope: 0.118 at 6.60e+06 cycles
voltage 3.0 V, thickness 10.0 nm, field 3.0 MV/cm
field acceleration 8.0 cm/MV, thickness spread 1 %
temperature 358 K, spread 1 K, activation energy 0.7 eV
spread of ln(life): thickness 0.240, temperature 0.063, total 0.248
slope at 0.1 % life: ideal 0.7004, smeared 0.7004
slope at crossover: ideal 1.6000, smeared 1.6633
slope at 1e8 cycles: ideal 2.3735, smeared 2.0093
largest smeared slope: 2.102 at 6.42e+07 cycles
smeared slope at 4.0e+08 cycles: 1.237
wake-up without damage: 1e+04 cycles, slope at 0.1 % life 0.7358
loop: 20 uC/cm2, 1 MV/cm, 1e+05 Hz
disk radius 25 um, silicon conductivity 120 W/(m K)
loop heating: 8.00 W/cm2, temperature rise 0.0167 K
\end{verbatim}
